# Quantized Hall conductivity from filled magnetic bands and from averaged boundary twists, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the Kubo formula for a filled magnetic band

Suppose the Hall conductivity of an insulator in a magnetic field is to be computed on a small cluster, because interactions or disorder make a large one too costly. Computer time can go into one accurate calculation with periodic boundaries, or be shared among many calculations with different boundary phases. The choice matters. For four interacting electrons on a disordered lattice of 3×4 sites, treated in the second half, 48 sampled boundary conditions give values between \(-2.88\) and \(-0.23\) in units of \(e^2/h\), while the average of these 48 values is \(-0.99\). The reason is that the average, unlike the single value, is tied to an integer. The same integer governs a filled band of a perfect crystal, where the boundary phase becomes the Bloch momentum.

### Magnetic Bloch states

Electrons have charge \(-e\) with \(e>0\), and Gaussian units are used. They move in the \(xy\) plane in a field \(B\) along \(z\), with vector potential \(\mathbf A=(0,Bx)\):

\[
H=\frac{1}{2m}\left(\mathbf p+\frac{e}{c}\mathbf A\right)^2+V(\mathbf r).
\]

Here \(V\) is periodic on a square lattice of constant \(a\). Spin is left out. The flux per cell is a rational number of flux quanta, \(Ba^2/(hc/e)=p/q\), with \(p\) and \(q\) coprime.

A plain shift by \(R\) along \(x\) changes \(A_y\) by a constant, so it does not commute with \(H\). A phase factor repairs this. Define

\[
(M_R\psi)(x,y)=e^{-ieBRy/\hbar c}\,\psi(x-R,y),\qquad
(T\psi)(x,y)=\psi(x,y-a).
\]

The shift turns \(p_y+eBx/c\) into \(p_y+eB(x-R)/c\), and conjugation with the phase adds \(eBR/c\) to \(p_y\). The two changes cancel, so \(M_R\) commutes with \(H\) when \(R\) is a multiple of \(a\). Moving \(T\) through the phase gives

\[
TM_R=e^{ieBRa/\hbar c}M_RT .
\]

For \(R=qa\) the exponent is \(2\pi i p\), and the operators commute. The magnetic cell is therefore \(qa\) by \(a\). Common eigenstates can be written \(\psi=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), where \(M_{qa}u=u\) and \(Tu=u\). The conditions on \(u\) do not contain \(\mathbf k\), so states at different \(\mathbf k\) can be compared in one Hilbert space. The magnetic zone has sides \(G_x=2\pi/(qa)\) and \(G_y=2\pi/a\).

The functions \(u\) are eigenstates of

\[
H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r},
\qquad H(\mathbf k)|n\rangle=\varepsilon_n|n\rangle .
\]

Differentiation gives \(\partial_iH(\mathbf k)=i e^{-i\mathbf k\cdot\mathbf r}[H,r_i]e^{i\mathbf k\cdot\mathbf r}\), with \(\partial_i=\partial/\partial k_i\). Since the velocity is \(v_i=(i/\hbar)[H,r_i]\), it is represented by \(\hbar^{-1}\partial_iH(\mathbf k)\). This also holds for a lattice model, where a hop by \(\mathbf d\) acquires the factor \(e^{-i\mathbf k\cdot\mathbf d}\).

### Linear response

The Hall conductivity is defined by \(j_x=\sigma_{xy}E_y\). Let the field grow slowly, \(E_y(\tau)=Ee^{\eta\tau}\), where \(\tau\) is time and \(\eta>0\). From \(E_y=-c^{-1}\partial_\tau\delta A_y\) follows \(\delta A_y=-cEe^{\eta\tau}/\eta\). In the Hamiltonian this replaces \(k_y\) by \(k_y+\kappa\), with

\[
\kappa(\tau)=\frac{e\,\delta A_y}{\hbar c}=-\frac{eE}{\hbar\eta}e^{\eta\tau}.
\]

Write \(H_i=\partial_iH\) and \(\Delta_m=\varepsilon_m-\varepsilon_n\). To first order an electron that began in \(|n\rangle\) is in the state \(|n\rangle+\sum_{m\ne n}a_m|m\rangle\), apart from a common phase. The Schrödinger equation gives

\[
i\hbar\dot a_m=\Delta_ma_m+\kappa\langle m|H_y|n\rangle .
\]

The driven solution grows as \(e^{\eta\tau}\), so \(\dot a_m=\eta a_m\) and

\[
a_m=-\frac{\kappa\langle m|H_y|n\rangle}{\Delta_m-i\hbar\eta}.
\]

The velocity operator also changes, from \(H_x/\hbar\) to \((H_x+\kappa H_{xy})/\hbar\), where \(H_{xy}=\partial_x\partial_yH\). Let \(z_m=\langle n|H_x|m\rangle\langle m|H_y|n\rangle\). The first-order velocity is

\[
\delta v_x=\frac{\kappa}{\hbar}\left[\langle H_{xy}\rangle
-\sum_{m\ne n}\left(\frac{z_m}{\Delta_m-i\hbar\eta}+\text{c.c.}\right)\right].
\]

Multiplying numerator and denominator by \(\Delta_m+i\hbar\eta\) separates the real and imaginary parts of \(z_m\):

\[
\delta v_x=\frac{\kappa}{\hbar}\left[\langle H_{xy}\rangle
-2\sum_m\frac{\Delta_m\operatorname{Re}z_m}{\Delta_m^2+\hbar^2\eta^2}\right]
+2\kappa\eta\sum_m\frac{\operatorname{Im}z_m}{\Delta_m^2+\hbar^2\eta^2}.
\]

At \(\eta=0\) the bracket is the mixed derivative \(\partial_x\partial_y\varepsilon_n\). Indeed, second-order perturbation theory in a displacement \(\delta\mathbf k\) gives \(\langle H_{xy}\rangle-\sum_m(z_m+z_m^*)/\Delta_m\) as the coefficient of \(\delta k_x\delta k_y\). The correction to the bracket at small \(\eta\) is of order \(\eta^2\). Its prefactor grows as \(1/\eta\), so the correction vanishes in the static limit. With \(\kappa\eta=-eE_y/\hbar\), the result is

\[
\delta v_x=\frac{\kappa}{\hbar}\partial_x\partial_y\varepsilon_n
-\frac{2eE_y}{\hbar}\sum_{m\ne n}\frac{\operatorname{Im}z_m}{\Delta_m^2}+O(\eta).
\]

The first term is a stiffness: it describes an electron accelerated through its band. At any \(\mathbf k\) where the mixed derivative is nonzero, it diverges as \(\eta\to0\). For a filled band, however, \(\varepsilon_n\) is periodic in the zone, and the integral of its derivative is zero. The velocity without the field, \(\hbar^{-1}\partial_x\varepsilon_n\), integrates to zero for the same reason. The zone integral has to be taken before \(\eta\to0\). For a partly filled band, periodicity no longer guarantees that the stiffness cancels, although a lattice symmetry may still remove it. The remaining sum then covers only part of the zone, so the integer derived below does not apply.

Summing over electrons and multiplying by \(-e\) divided by the area \(S\) leaves the static Kubo formula,

\[
\sigma_{xy}=\frac{2e^2\hbar}{S}\sum_{n\,\text{filled}}\ \sum_{m\ne n}
\frac{\operatorname{Im}\left[\langle n|v_x|m\rangle\langle m|v_y|n\rangle\right]}
{(\varepsilon_n-\varepsilon_m)^2}.
\tag{1}
\]

The sum over \(n\) includes the momenta. If \(m\) is also filled, exchanging \(n\) and \(m\) turns the matrix-element product into its complex conjugate. The two imaginary parts cancel, so the surviving pairs join filled to empty states.

### From matrix elements to curvature

Differentiate \(H|n\rangle=\varepsilon_n|n\rangle\) and project on \(|m\rangle\) with \(m\ne n\). The term with \(\partial_i\varepsilon_n\) drops out by orthogonality, and

\[
\langle m|\partial_in\rangle=
\frac{\langle m|\partial_iH|n\rangle}{\varepsilon_n-\varepsilon_m}.
\tag{2}
\]

Therefore \(z_m/\Delta_m^2=\langle\partial_xn|m\rangle\langle m|\partial_yn\rangle\). Completeness gives

\[
\sum_{m\ne n}\frac{z_m}{\Delta_m^2}
=\langle\partial_xn|\partial_yn\rangle-\langle\partial_xn|n\rangle\langle n|\partial_yn\rangle .
\]

Normalization makes both factors in the last product imaginary, so the product is real and does not affect the imaginary part. With the Berry curvature

\[
\Omega_n=i\left(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\right)
=-2\operatorname{Im}\langle\partial_xn|\partial_yn\rangle,
\]

the sum of \(\operatorname{Im}z_m/\Delta_m^2\) is \(-\Omega_n/2\). Equation (1) becomes \(-(e^2/\hbar)S^{-1}\sum_{\mathbf k}\Omega_n\). Replacing \(S^{-1}\sum_{\mathbf k}\) by \(\int d^2k/(2\pi)^2\), and using \(\hbar=h/2\pi\), gives for one filled band

\[
\sigma_{xy}=-\frac{e^2}{h}C,\qquad
C=\frac1{2\pi}\int_{\text{zone}}\Omega_n\,d^2k .
\tag{3}
\]

For several filled bands, each separated from its neighbours, their values of \(C\) add.

A classical drift shows which sign to expect. A steady drift with no net force requires \(E_y-v_xB/c=0\), so \(v_x=cE_y/B\). One filled Landau level has one electron per flux quantum, or density \(eB/hc\). Its current is \(j_x=-e(eB/hc)(cE_y/B)=-(e^2/h)E_y\), which by equation (3) requires \(C=+1\). The curvature of a Landau level is not computed here, but the lowest band of the lattice treated below also holds one electron per flux quantum, and its computed value is \(C=+1\).

### Why the zone integral is an integer

Let the band be separated from its neighbours at every \(\mathbf k\). Opposite edges of the zone describe the same physical states: \(H(\mathbf k+G_x\hat x)=U_xH(\mathbf k)U_x^{-1}\) with \(U_x=e^{-iG_xx}\), and similarly \(U_y=e^{-iG_yy}\) along \(y\). These operators do not depend on \(\mathbf k\).

First choose phases on the line \(k_x=0\). Following the eigenstate smoothly in \(k_y\) across the zone gives \(U_yu(0,0)\) times some phase \(e^{i\alpha}\). Multiplying the states by \(e^{-i\alpha k_y/G_y}\) removes the mismatch, so \(u(0,k_y+G_y)=U_yu(0,k_y)\).

Next continue each state in \(k_x\) by parallel transport, which means \(\langle u|\partial_xu\rangle=0\). The operator \(U_y\) is constant, so it preserves this rule, and the periodicity in \(k_y\) survives. At \(k_x=G_x\) the transported state and \(U_xu(0,k_y)\) belong to the same nondegenerate level. They can differ by a phase:

\[
u(G_x,k_y)=e^{i\chi(k_y)}U_xu(0,k_y).
\]

Define the connection \(\mathcal A_i=i\langle u|\partial_iu\rangle\), for which \(\Omega=\partial_x\mathcal A_y-\partial_y\mathcal A_x\). Here \(\mathcal A_x=0\). The phase relation gives \(\mathcal A_y(G_x,k_y)-\mathcal A_y(0,k_y)=-\chi'(k_y)\), and hence

\[
C=\frac1{2\pi}\int_0^{G_y}\left[\mathcal A_y(G_x,k_y)-\mathcal A_y(0,k_y)\right]dk_y
=-\frac{\chi(G_y)-\chi(0)}{2\pi}.
\tag{4}
\]

The factor \(e^{i\chi}\) returns to its starting value after one period in \(k_y\). Thus \(\chi\) changes by a multiple of \(2\pi\), and \(C\) is an integer. A nonzero \(C\) means that no smooth choice of phase can match both pairs of zone edges.

### A lattice with one third of a flux quantum

Take a square lattice with hopping amplitude \(-t\) and \(p/q=1/3\). With columns \(j=0,1,2\) in the magnetic cell, the diagonal elements of \(H(\mathbf k)\) are \(-2t\cos(k_ya+2\pi j/3)\). A hop from \(j\) to \(j+1\), taken modulo 3, has amplitude \(-te^{-ik_xa}\).

The lowest band lies between \(-2.73t\) and \(-2.00t\), and \(1.27t\) separates it from the next. The Chern integers of the three bands are \(1,-2,1\). Filling one band gives \(\sigma_{xy}=-e^2/h\). Filling two gives \(-(1-2)e^2/h=+e^2/h\), so adding electrons reverses the Hall current. Direct evaluation of the Kubo sum agrees with both values. The edge phase of the lowest band winds by \(-1\) turn, as equation (4) requires for \(C=1\). In Gaussian units \(e^2/h=3.482\times10^7\) cm/s, which is \(3.874\times10^{-5}\) S in SI units.

The linear-response formula was also tested by solving the time-dependent Schrödinger equation with \(\eta=0.10\,t/\hbar\). With a time step of \(0.04\,\hbar/t\) the evolution gives \(-0.9976\,e^2/h\), and the Kubo expression at the same \(\eta\) and on the same momentum mesh gives \(-0.9981\,e^2/h\). The difference is numerical error of the propagation; a more accurate integration gives \(-0.9981\,e^2/h\). A finite \(\eta\) reduces each term of the Hall sum by at most \((0.10/1.27)^2\approx0.6\%\) of that term. The mesh has only 7×7 points, so the departure of these values from \(-1\) contains the sampling error of the mesh as well as the effect of \(\eta\). The two act in opposite directions: the 7×7 mesh alone gives \(-1.0013\,e^2/h\) at \(\eta=0\), and a converged mesh gives \(-0.9968\,e^2/h\) at \(\eta=0.10\,t/\hbar\).

The momentum mesh needs some care. Relabelling \(j\to j+1\) is equivalent to shifting \(k_ya\) by \(2\pi/3\), so the curvature repeats three times across the zone. A uniform mesh whose number of \(k_y\) points is divisible by 3 samples each value three times and gains no accuracy from the repetitions.

### Changing the integer

If a parameter varies while the band stays separated at every \(\mathbf k\), the curvature integral varies continuously. Being an integer, it must stay constant. A change therefore requires a band touching. To see one, raise columns 1 and 2 by an energy \(D\). For very large \(D\) the lowest state is confined to column 0. Then \(u=(1,0,0)\) does not depend on \(\mathbf k\), its curvature is zero, and \(C=0\). At \(D=0\), \(C=1\), so the gap must close in between.

Consider \(k_xa=\pi/3\), \(k_ya=\pi\). The product of the three hops around the cell is \((-t)^3e^{-i\pi}=t^3\). Site phases can be chosen so that one hop is \(+t\) and the other two are \(-t\):

\[
H=\begin{pmatrix}2t&-t&-t\\-t&D-t&t\\-t&t&D-t\end{pmatrix}.
\]

The combination \((0,1,-1)/\sqrt2\) has energy \(D-2t\). The combination \((0,1,1)/\sqrt2\) has energy \(D\) and is coupled to column 0 by \(-\sqrt2\,t\). The lower energy of this pair equals \(D-2t\) when

\[
\frac{D+2t}{2}-\sqrt{\frac{(D-2t)^2}{4}+2t^2}=D-2t .
\]

Isolating the root and squaring gives \((6t-D)^2=(D-2t)^2+8t^2\). The quadratic terms cancel, leaving \(24t^2=8Dt\), or \(D=3t\). Both energies are then \(t\), below the third at \(4t\). A numerical search for the change of integer finds \(D=2.999t\), and the computed Hall conductivity at \(D=7t\) vanishes.

## Second derivation: many electrons and twisted boundaries

The conventions carried over are the charge \(-e\), the definition \(j_x=\sigma_{xy}E_y\), and the velocity as a derivative of the Hamiltonian. The first half found \(\sigma_{xy}=-(e^2/h)C\) for a filled band, where \(C\) is the integral of the Berry curvature over the magnetic zone divided by \(2\pi\). It also derived equation (2), which expresses changes of an eigenstate through matrix elements of \(\partial_iH\). That identity holds for any Hamiltonian with parameters and a nondegenerate level. Here it is applied to \(N\) electrons together. Single-particle bands are no longer assumed, and the response is found from a steadily driven state rather than from an exponentially growing field.

### Boundary twists

Put the electrons on a torus of sides \(L_x,L_y\) pierced by an integer number of flux quanta. Magnetic translations through the full sides then commute, by the calculation used for the magnetic cell. The Hamiltonian is

\[
H=\sum_i\left[\frac{1}{2m}\left(\mathbf p_i+\frac ec\mathbf A(\mathbf r_i)\right)^2
+W(\mathbf r_i)\right]+\sum_{i<j}U(\mathbf r_i-\mathbf r_j).
\]

The potential \(W\) may be disordered, and both \(W\) and \(U\) are periodic on the torus. When any one electron is carried around the torus, let the wave function \(\Psi\) acquire the phase \(\theta_x\) or \(\theta_y\), besides the phase belonging to the magnetic translation. Increasing either twist by \(2\pi\) restores the same boundary condition.

The twist can be moved from the boundary into the Hamiltonian:

\[
\Psi=\exp\left[i\sum_i\left(\frac{\theta_xx_i}{L_x}+\frac{\theta_yy_i}{L_y}\right)\right]\Phi .
\]

The function \(\Phi\) obeys conditions independent of \(\boldsymbol\theta\). Its Hamiltonian \(H(\boldsymbol\theta)\) contains \(\mathbf p_i+\hbar(\theta_x/L_x,\theta_y/L_y)\) in place of \(\mathbf p_i\). The potential and the interaction depend on positions alone, so they do not change. From now on \(\partial_x\) and \(\partial_y\) mean derivatives with respect to \(\theta_x\) and \(\theta_y\). The total velocity is

\[
V_x=\sum_iv_{x,i}=\frac{L_x}{\hbar}\,\partial_xH(\boldsymbol\theta).
\]

Assume that at every twist the ground state \(|0\rangle\), with energy \(E_0\), is nondegenerate and separated from the excited states \(|m\rangle\) by a gap.

For a filled, isolated band of independent electrons, the Hall conductivity has been shown to be \(-(e^2/h)C\) with \(C\) an integer, and the many-electron problem has been set up on a torus with boundary twists. It remains to find the response of the many-electron ground state to a steady field, and to show that its average over the twists is tied to an integer in the same way.
